Current Scaling of Tip-Induced Hydrogen Desorption from a Truncated Harmonic Ladder

**The decision**

Suppose that a tunnelling tip removes one hydrogen atom per second from a silicon surface at some tens of nanoamperes. We want to image the same surface at a few nanoamperes and must estimate how long the hydrogen will survive. Is it enough to extrapolate with a power of the current, and with which power? Or must the whole set of vibrational rate equations be solved? The answer depends on where the law R ∝ Iᴺ holds, with R the desorption rate, I the current and N the number of vibrational quanta needed.

The law belongs to a range of currents. It fails at high current, and it also fails as I → 0, because heat and multi-quantum jumps then take over.

**The model and its rates**

The Si–H stretch is a harmonic oscillator with quantum ħω. Levels n = 0, 1, …, N−1 are bound, and arrival at level N counts as irreversible desorption. With desorption energy E_des measured from the ground level, N is E_des/ħω rounded up.

An inelastic electron couples to the bond coordinate q, taken to first order. In terms of ladder operators q ∝ b + b†, and

|⟨n+1|q|n⟩|² ∝ n+1,  |⟨n−1|q|n⟩|² ∝ n.

By the golden rule, transition rates carry the same factors. Matrix elements between levels two apart vanish at this order. Let f be the probability per electron of the excitation 0 → 1. Electrons arrive at the rate I/e, with e the elementary charge, so the 0 → 1 rate is

s = fI/e.

The bias is held fixed and f is taken as constant while I varies. Successive electrons act incoherently, so populations suffice.

Let γ be the damping rate from level 1 to level 0 at zero temperature, and n_B = 1/[exp(ħω/kT) − 1] the thermal occupation. The rates are

n → n+1: (n+1)U, with U = γn_B + s,
n → n−1: nD, with D = γ(n_B+1) + s.

The term s in D describes electrons that take a quantum from the bond. I give it the same coefficient as excitation, an assumption examined below. It makes D − U = γ at every current. The natural measure of current is

y = s/γ = fI/(eγ),

the number of excitations 0 → 1 per damping time. Until heat is restored, n_B = 0.

**One rung, then two**

For N = 1 the first excitation desorbs the atom, so R = s: one electron is needed and the rate is linear.

For N = 2 the atom must be excited again before it relaxes. Let τ₀ be the mean time from level 0 to level 1, and τ₁ the mean time from level 1 to first arrival at level 2. Then τ₀ = 1/U. From level 1 the total departure rate is 2U + D. With probability D/(2U+D) the jump goes down, and the climb from 0 to 1 and then from 1 to 2 must be repeated:

τ₁ = 1/(2U+D) + [D/(2U+D)](τ₀ + τ₁).

Multiply by 2U + D and cancel Dτ₁ from both sides:

2Uτ₁ = 1 + Dτ₀ = 1 + D/U.

The mean desorption time is therefore

T = τ₀ + τ₁ = 1/U + 1/(2U) + D/(2U²) = (3U + D)/(2U²).

With U = s and D = γ + s, its inverse is

R = 1/T = 2s²/(γ + 4s) = 2γy²/(1 + 4y).

For small y this is 2γy², quadratic in current. For large y it is s/2, linear again. The condition for the quadratic law is 4y ≪ 1, which is stricter than y ≪ 1.

**N rungs**

Let τ_n be the mean time from level n to first arrival at n+1. The same argument gives, with total departure rate W = (n+1)U + nD,

τ_n = 1/W + (nD/W)(τ_{n−1} + τ_n).

Multiplying by W and cancelling nDτ_n leaves

(n+1)Uτ_n = 1 + nDτ_{n−1}.

The harmonic factors suggest the variable g_n = (n+1)τ_n, since then nτ_{n−1} = g_{n−1}. With r = D/U,

g_n = 1/U + r g_{n−1},  g₀ = 1/U.

This is a geometric sum:

g_n = (1/U)(1 + r + … + rⁿ) = (rⁿ⁺¹ − 1)/[U(r − 1)] = (rⁿ⁺¹ − 1)/(D − U).

The last step uses U(r − 1) = D − U = γ. Dividing by n+1 gives τ_n. Adding the times for n = 0 to N−1, and renaming n+1 as n, gives

T = (1/γ) Σ_{n=1}^{N} (rⁿ − 1)/n,  R = 1/T.

This is exact within the model. As a test, the linear equations for the mean times were solved directly for N = 1, 2, 5 and 12, with y = 0.003, 0.1 and 2, and with n_B = 0 and 0.02. All results agreed with the sum to better than one part in 10¹².

A mean time defines a useful rate if survival decays with a single exponential. That is expected when desorption is much slower than vibrational relaxation. For the example below, the slowest decay rate of the survival probability agreed with 1/T to within one part in 10⁶, both at 5 nA and at the current that gives one desorption per second.

**The low-current limit and its first correction**

For a cold ladder r = (1+y)/y = 1 + 1/y. When y is small, the term n = N dominates the sum because it has the highest power of 1/y. Thus γT → 1/(Nyᴺ), and

R → Nγyᴺ = Nγ[fI/(eγ)]ᴺ.

This is the required scaling. The populations show its origin. At low current, upward and downward flow nearly balance between neighbouring levels:

(n+1)s P_n ≈ (n+1)γ P_{n+1}, so P_{n+1} ≈ yP_n and P_n ≈ yⁿ.

The harmonic factors cancel in the balance. The last jump has the rate Ns and no return, so R ≈ Ns yᴺ⁻¹ = Nγyᴺ. Each of the N upward steps contributes one factor of current.

To find where the limit applies, keep the next order for N ≥ 2. The term n = N contributes y⁻ᴺ(1 + Ny)/N, and the term n = N−1 contributes y⁻ᴺ⁺¹/(N−1). Hence

γT ≈ (y⁻ᴺ/N)[1 + Ny + Ny/(N−1)] = (y⁻ᴺ/N)[1 + N²y/(N−1)],

R ≈ Nγyᴺ[1 − N²y/(N−1)].

For N = 2 the coefficient is 4, as found above. The pure law therefore needs

y ≪ (N−1)/N².

For a long ladder this is about 1/N. It is not enough that the first excited level is sparsely populated, because small departures accumulate over the rungs.

**The exponent at finite current**

An experiment measures the local slope α = d ln R/d ln I. Since I ∝ y at fixed f, define F = γT, so that α = −(y/F)dF/dy. From dr/dy = −1/y²,

dF/dy = −(1/y²) Σ_{n=1}^{N} rⁿ⁻¹ = −(1/y²)(rᴺ − 1)/(r − 1).

But r − 1 = 1/y, so dF/dy = −(rᴺ − 1)/y and

α = (rᴺ − 1) / Σ_{n=1}^{N} (rⁿ − 1)/n.

At low current α ≈ N − N²y/(N−1), which follows by differentiating the logarithm of the corrected rate.

At high current rⁿ − 1 ≈ n/y. The numerator and the sum both become N/y, so α → 1 and R → s/N. This limit has a direct meaning. When damping is negligible, the mean level number rises at the rate (n+1)s − ns = s from any bound level n. Reaching level N then takes a mean time N/s. For N > 1 survival is no longer a single exponential in this limit, so s/N is an inverse mean time and not a decay constant. In the example below the limit would require many microamperes, far beyond the currents considered. Within the model, a linear rate by itself does not show that one electron breaks the bond.

**Numbers for a silicon-like bond**

Take ħω = 0.26 eV and E_des = 3.0 eV. Their ratio is 11.54, so N = 12. Take also γ = 10⁸ s⁻¹, f = 10⁻⁴, a bias of 2.5 V and a temperature of 300 K. Then y = 0.00624 per nanoampere.

At 5 nA, y = 5 × 0.00624 = 0.0312. The power law gives

R ≈ 12 × 10⁸ s⁻¹ × (0.0312)¹² ≈ 1.0 × 10⁻⁹ s⁻¹,

while the full sum gives 6.8 × 10⁻¹⁰ s⁻¹. The power law is thus about 50% too high relative to the full sum. The first correction to the exponent is 144 × 0.0312/11 = 0.41, which predicts 11.59; the exact formula gives 11.60.

The model reaches one desorption per second at 34.8 nA, where y = 0.217. The exponent there is 9.7, well below 12, although the ladder still has twelve rungs. Rounding this slope to a whole number would give a wrong count.

Now return to the opening decision and extrapolate from 34.8 nA down to 5 nA, a current ratio of 6.96:

with exponent 12: R = 6.96⁻¹² s⁻¹ ≈ 8 × 10⁻¹¹ s⁻¹,
with exponent 9.66: R = 6.96⁻⁹·⁶⁶ s⁻¹ ≈ 7 × 10⁻⁹ s⁻¹.

The first is about nine times too low and the second about eleven times too high, relative to the full sum. The slope changes along the way, so neither constant power serves. Within the harmonic model the sum for T should be used; it costs no more than a power law once N and y are known. The result still depends on N. If ladders of 11 and 13 rungs are adjusted to give the same one desorption per second at 34.8 nA, with γ unchanged, the sum gives 3.0 × 10⁻⁹ and 1.6 × 10⁻¹⁰ s⁻¹ at 5 nA. It also depends on the multi-quantum jumps and unequal electron windows treated below, which can shift it by factors from about 1.3 to 10. A strongly anharmonic bond needs its own rate equations.

**Restoring heat**

With heat, U/γ = y + n_B and D/γ = 1 + y + n_B. The formula for T is unchanged if y is replaced by y + n_B. At small y + n_B,

R ≈ Nγ(y + n_B)ᴺ,  α ≈ Ny/(y + n_B).

The second result follows because n_B stays fixed when y is varied. If y ≫ n_B the exponent is N. If y ≪ n_B it tends to zero and the rate approaches its thermal value. Expanding the rate for small n_B/y gives a relative increase Nn_B/y, so a negligible effect on the rate needs y ≫ Nn_B.

At 300 K, n_B = 4.3 × 10⁻⁵, and the edge y = Nn_B lies at 0.08 nA. At 5 nA the estimated increase is 12 × 4.3 × 10⁻⁵/0.0312, or about 1.7%; the full calculation gives 1.6%.

**Allowing two quanta per electron**

The other low-current failure is less obvious. Suppose that an electron can transfer two quanta, with a 0 → 2 rate εs. A coupling of second order in b† has squared matrix elements proportional to (n+1)(n+2), so the rate from level n is

(n+1)(n+2)εs/2.

Count the flow across the cut between levels n−1 and n. Single jumps from n−1 cross it, as do double jumps from n−1 and from n−2. At leading order in current, downward flow nγP_n balances them for n < N:

nγP_n ≈ nsP_{n−1} + n(n+1)εsP_{n−1}/2 + n(n−1)εsP_{n−2}/2.

Divide by nγ and use P_{n−2}/P_{n−1} ≈ 1/y in the small correction:

P_n ≈ yP_{n−1}[1 + (n+1)ε/2 + (n−1)ε/(2y)].

For small y the last term is the larger correction once n ≥ 2. The final cut, n = N, has the same upward terms, but its flow is the desorption rate. To first order in ε the relative corrections add:

ΔR/R ≈ (ε/2y) Σ_{n=2}^{N} (n−1) = N(N−1)ε/(4y).

The correction grows as the current falls because a double jump replaces two electron events by one. A clean Iᴺ law therefore needs, besides weak heating,

N(N−1)ε/4 ≪ y ≪ (N−1)/N².

Such a window exists if the left edge is far below the right one. Dividing by N−1 and multiplying by 4/N gives

ε ≪ 4/N³.

Long ladders are sensitive: the permitted two-quantum fraction falls as the cube of the rung count.

If jumps of at most two quanta occur and the ladder is cold, the lowest-current exponent is the smallest number of electrons that can complete the climb, N/2 rounded up. Numerical solutions with ε = 3 × 10⁻⁴ and y = 10⁻¹⁰ gave exponents 3 for N = 5 and 6 for N = 12, within 0.001.

**An estimate of the two-quantum fraction**

A value for ε requires a model of the electron's visit. Let every tunnelling electron occupy a resonance for a time t much shorter than the vibrational period, and exert a constant force on the bond. The momentum kick is proportional to t. Starting from the ground level, the probability of creating m quanta is

P(m) = e⁻ᵍ gᵐ/m!,  g = at²,

where t is measured in mean lifetimes and a is a small constant. For exponentially distributed lifetimes the average of t²ᵐ is (2m)!. At lowest order in a,

f = 2a,
P(2) = 24a²/2 = 12a²,
P(3) = 720a³/6 = 120a³.

Hence ε = P(2)/f = 6a = 3f. The corresponding three-quantum ratio is 60a² = 15f². The broad distribution of lifetimes favours multiple quanta: a fixed lifetime would give P(2)/P(1) = f/2 at this order.

The result ε = 3f relies on every electron entering the resonance. If only a fraction p did so, f would be 2ap and P(2) would be 12a²p, so that ε = 6a = 3f/p. For a given f the two-quantum fraction would then be larger, and the window narrower. The numbers below take p = 1, the most favourable case for exponentially distributed lifetimes. With f = 10⁻⁴ and p = 0.1, ε would be 3 × 10⁻³, already above 4/N³ for twelve rungs, and no clean window would remain.

For f = 10⁻⁴, ε = 3 × 10⁻⁴, about eight times below 4/N³ = 2.3 × 10⁻³. The window edges are 1.6 nA and 12 nA. These are currents at which the first-order corrections reach unity, so the law is accurate at neither edge. With two- and three-quantum jumps included, the exponent is 10.6 at 1 nA, 11.3 at 5 nA and 11.1 at 10 nA. It passes through a maximum and does not reach 12 at any tabulated current.

At 5 nA the first-order increase in rate is 132 × 3 × 10⁻⁴/(4 × 0.0312) = 0.32. Solving the rate equations with these upward jumps gives 0.38 for two-quantum jumps and 0.40 when three-quantum jumps are added. These figures keep the one-quantum rates harmonic. The complete kick probabilities also reduce the rate n → n+1 by a relative amount near 2nε, which brings the increase to 0.35, and jumps of four or more quanta lower the exponent at 1 nA from 10.6 to 10.5. At the current for one desorption per second, multi-quantum jumps lower the exponent merely from 9.66 to 9.61. The main deviation from 12 there comes from the finite value of y. For the opening decision, with y adjusted to one desorption per second at 34.8 nA and the complete kick probabilities used, the rate at 5 nA is 8.9 × 10⁻¹⁰ s⁻¹ for ε = 3 × 10⁻⁴ but 6.7 × 10⁻⁹ s⁻¹ for ε = 3 × 10⁻³. The second is ten times the single-quantum sum, so that sum can be trusted only when ε is known to be small.

**Removing the equal spacing**

Let the upward rates be u_n, each proportional to I, and let the downward rates tend to constants d_n at low current. For single-rung jumps the balance is

u_{n−1}P_{n−1} ≈ d_nP_n.

Repeated use, starting from P₀ ≈ 1, gives

R ≈ u_{N−1}P_{N−1} ≈ (u₀u₁…u_{N−1})/(d₁d₂…d_{N−1}) ∝ Iᴺ.

The exponent thus needs neither equal spacing nor harmonic rate factors. A seven-rung ladder with randomly chosen coefficients agreed with this product within one part in 10⁴ at a scaled current of 10⁻⁷.

What changes is N itself. A Morse bond with the same fundamental quantum, 0.26 eV, and the same dissociation energy, 3.0 eV, has 23 rungs to the continuum, found by diagonalizing its Hamiltonian. Its levels crowd together near the top. If it were climbed one level at a time with no heat, the low-current exponent would be 23 instead of 12. Heat drives a step once the thermal occupation for its spacing exceeds y. At 300 K, with the same γ and f on every step, this holds for the top eight steps at 5 nA and the top twelve at 1 nA, although only three spacings are smaller than kT. The exponent then stays well below 23. At best, then, a measured exponent counts the steps driven by the current; converting it into an energy by multiplying by ħω adds the assumptions of equal spacing and negligible heat.

The equality of electron-driven excitation and de-excitation can also be relaxed. For flat electronic spectra, an electron that loses ħω has an energy window eV − ħω, with V the bias, and one that gains ħω has a window eV + ħω. Their ratio is 2.76/2.24 = 1.23. Using it in D lowers the rate at 5 nA by 7% at fixed f. The effect is larger at higher current, so if f is readjusted to give one desorption per second at 34.8 nA, the rate at 5 nA rises from 6.8 × 10⁻¹⁰ to 1.1 × 10⁻⁹ s⁻¹. The low-current exponent is unaffected, because D still tends to γ as the current falls. The high-current rate stays linear but becomes about 0.47 s/N instead of s/N.

**Beside a real surface**

The example is meant for hydrogen-terminated silicon at low bias; at roughly 6 V and above a single electron can break the bond by electronic excitation, a channel absent from this model. A stretch quantum near 0.26 eV and a desorption energy near 3 eV are rough values for that bond; the damping time of 10 ns and the inelastic fraction are assumed values. The rate is very sensitive to both. With a damping time of 1 ns and the same f, one desorption per second would need about 275 nA instead of 35 nA. Doubling f multiplies the rate by 2¹² = 4096 in the low-current limit, and by about 2800 at 5 nA according to the full sum. The absolute rates above are therefore illustrations and not predictions. The 35 nA needed for one desorption per second is high compared with ordinary imaging currents of about a nanoampere or less.

A real bond breaks the assumption of equal spacing, and the tip field can change the barrier. If barrier lowering removes one rung, with everything else fixed, the rate at 5 nA rises by a factor of 30. In the harmonic example with p = 1, this is far larger than the effects of heat, multi-quantum jumps or unequal electron windows at that current. With closely spaced upper levels or a small p, heat or multi-quantum jumps can matter as much or more. The leading formula explains it: the ratio of rates for N−1 and N rungs is (N−1)/(Ny) = 11/(12 × 0.0312) ≈ 29. The effect of a full Morse ladder on the rate has not been calculated here, since its damping and multi-quantum rates would also be needed.

The way the current is varied matters too. At fixed bias the current is raised by moving the tip closer, which may change f. If f ∝ Iᵝ over the range measured, then y ∝ I¹⁺ᵝ, and the low-current slope is N(1+β). Even β = 0.1 would turn 12 into 13.2. Before a slope is read as a number of quanta, one needs a constant inelastic fraction, a constant barrier, negligible thermal excitation on every rung and a current inside the window. The numerical output lists the rates and exponents from 1 to 100 nA.

Values computed for the example and the checks

```
vibrational quantum            0.26 eV
desorption energy              3.00 eV
energy / quantum               11.54
quanta required N              12
damping rate gamma             1.0e+08 1/s
inelastic fraction f           1.0e-04 per electron
bias                           2.5 V
temperature                    300 K
thermal occupation n_B         4.29e-05
y per nA                       0.00624 1/nA
Columns: I (nA), y, exact R (1/s), power-law R (1/s),
  exponent, exponent with 2- and 3-quantum jumps
   1 0.0062 3.866e-18 4.194e-18 11.92 10.61
   2 0.0125 1.460e-14 1.718e-14 11.84 11.11
   5 0.0312 6.848e-10 1.024e-09 11.60 11.30
  10 0.0624 1.898e-06 4.194e-06 11.23 11.07
  20 0.1248 3.680e-03 1.718e-02 10.55 10.47
  50 0.3121 2.910e+01 1.024e+03 8.88 8.84
 100 0.6242 7.191e+03 4.194e+06 6.93 6.91
two-quantum ratio eps2         3.00e-04
three-quantum ratio eps3       1.50e-07
window bound 4/N^3 for eps2    2.31e-03
lower edge, two-quantum jumps  0.0099 (y)
lower edge as current          1.59 nA
upper edge, (N-1)/N^2          0.0764 (y)
upper edge as current          12.24 nA
thermal edge N*n_B as current  0.082 nA
current for R = 1 per second   34.78 nA
y at that current              0.2170
exponent at that current       9.66
same, with multi-quantum jumps 9.61
Rate factors at 5 nA relative to the exact model:
  heat at 300 K                1.0161
  two-quantum jumps            1.383
  two- and three-quantum jumps 1.398
  unequal electron up and down 0.926
  one rung fewer               30.3
electron down/up ratio         1.232
Morse anharmonic constant      0.00589 eV
Morse rungs to the continuum   23
```
